Chance of at least two bit errors in a 72-bit codeword

**Question**

I have a memory that stores its data in codewords of 72 bits: 64 data bits and 8 check bits. The code corrects one wrong bit and detects two. The bit-error probability is 10⁻⁴, and I am told to treat the errors as independent. I need the chance that a codeword contains at least two errors.

I have tried two ways, and they disagree. First, I took the chance of no error, 0.9928, and the chance of one error, 0.0071, and subtracted both from 1. That leaves 1 × 10⁻⁴. Second, I argued that the mean number of errors is 72 × 10⁻⁴ = 0.0072, so two errors should have probability 0.0072² ≈ 5.2 × 10⁻⁵. Which is right, if either? And how far can I trust the result for a real resistive memory, where I doubt that the errors are really independent?

**Answer**

Neither number is right, although both attempts start from a sound idea. The first loses the answer in rounding, and the second counts pairs of bits wrongly. Both can be repaired, and they then agree.

**The distribution of the number of errors**

Let n = 72 be the number of bits, p = 10⁻⁴ the probability that any given bit is wrong when the word is read, and K the number of wrong bits in the word. The assumptions are that p is the same for all bits and that the bits fail independently.

Choose k particular bits. The probability that these are wrong and the other n − k are right is a product, because of independence:

pᵏ (1 − p)ⁿ⁻ᵏ

There are C(n,k) = n!/[k!(n − k)!] ways to choose the k bits. Different choices describe different, mutually exclusive events, so their probabilities add:

P(K = k) = C(n,k) pᵏ (1 − p)ⁿ⁻ᵏ

"At least two" is the complement of "none or one". Since C(n,0) = 1 and C(n,1) = n,

P(K ≥ 2) = 1 − (1 − p)ⁿ − n p (1 − p)ⁿ⁻¹

Two simple cases check the formula. For n = 2 it gives 1 − (1 − 2p + p²) − (2p − 2p²) = p², as it must when both bits have to fail. For p = 1 and n ≥ 2 it gives 1, since every bit is then wrong.

**Repairing the first attempt**

With more digits, the two terms to be subtracted are

P(K = 0) = 0.9999⁷² = 0.9928255005

P(K = 1) = 72 × 10⁻⁴ × 0.9999⁷¹ = 0.0071490585

Their sum is 0.9999745590, so

P(K ≥ 2) = 1 − 0.9999745590 = 2.544 × 10⁻⁵

This is the requested probability, about 2.5 × 10⁻⁵ per codeword read.

Your method was correct, but rounding to four decimals can change each term by up to 5 × 10⁻⁵. That is twice the whole answer. The subtraction removes nearly all of the 1, and what remains sits in the digits that you dropped.

Expanding in powers of p shows what cancels. The two terms are

(1 − p)ⁿ = 1 − n p + C(n,2) p² − C(n,3) p³ + …

n p (1 − p)ⁿ⁻¹ = n p − n(n − 1) p² + n C(n − 1,2) p³ − …

In their sum the terms in p cancel. For the next two orders, use n(n − 1) = 2C(n,2) and n C(n − 1,2) = n(n − 1)(n − 2)/2 = 3C(n,3). The sum is then

1 − C(n,2) p² + 2C(n,3) p³ − …

and subtracting it from 1 gives

P(K ≥ 2) = C(n,2) p² − 2C(n,3) p³ + …

The answer is therefore of second order in p, while the terms you subtracted are of order 1 and of order p.

**Repairing the second attempt**

The leading term has a direct meaning. A word has at least two errors when at least one pair of its bits is wrong. The number of different pairs is

C(72,2) = 72 × 71/2 = 2556

and each pair is wrong with probability p² = 10⁻⁸. This gives 2556 × 10⁻⁸ = 2.556 × 10⁻⁵.

Your expression (n p)² = n² p² uses n² = 5184 in place of 2556. It counts bits 3 and 17 as one pair and bits 17 and 3 as another. It also includes each bit paired with itself. Removing the n self-pairs leaves n(n − 1), and dividing by 2 removes the double counting.

**How good is the pair count?**

The pair count is slightly too large, because a word with three errors contains three wrong pairs but is still one word. The excess can be bounded without expanding anything.

Let I be 1 if K ≥ 2 and 0 otherwise. The average of I is the probability we want. A word with K errors contains C(K,2) wrong pairs. This number is 0 for K = 0 or 1 and at least 1 for K ≥ 2, so

I ≤ C(K,2)

For a lower bound, subtract twice the number of wrong triples. For K ≥ 2 we have C(K,3) = C(K,2)(K − 2)/3, and so

C(K,2) − 2C(K,3) = C(K,2)(7 − 2K)/3

This is 1 for K = 2 and also 1 for K = 3. From K = 4 on it is negative. For K = 0 and K = 1 both binomials vanish. In every case, therefore,

C(K,2) − 2C(K,3) ≤ I

Now average. The mean number of wrong pairs is the sum, over all pairs of bits, of the probability that both are wrong, which is C(n,2)p². In the same way, the mean number of wrong triples is C(n,3)p³. Since C(n,3) = C(n,2)(n − 2)/3,

C(n,2) p² [1 − 2(n − 2)p/3] ≤ P(K ≥ 2) ≤ C(n,2) p²

Here 2(n − 2)p/3 = 2 × 70 × 10⁻⁴/3 = 0.00467, and the bounds are

2.54407 × 10⁻⁵ ≤ P(K ≥ 2) ≤ 2.55600 × 10⁻⁵

The full formula gives 2.54410 × 10⁻⁵, very close to the lower bound. That bound is an equality for words with up to three errors, and words with four or more are extremely rare here.

The pair count is a good approximation while n p is small. It fails when n p approaches 1, because words with several errors are then common. Once n p is larger than about 1.4, C(n,2)p² even exceeds 1, which no probability can do. The full formula remains valid there.

**What the number means for the memory**

The failing words can be divided by their number of errors:

P(K = 2) = 2556 × 10⁻⁸ × 0.9999⁷⁰ = 2.538 × 10⁻⁵

P(K ≥ 3) = 5.93 × 10⁻⁸

Thus 99.77 % of the words with at least two errors have exactly two. A decoder that changes at most one bit cannot restore any of these words, but your code does detect the ones with two errors. So 2.5 × 10⁻⁵ is the chance of an uncorrectable word, not the chance that false data pass unnoticed. Words with three or more errors lie outside what the code guarantees. Some of them may be "corrected" to a wrong word, so 5.93 × 10⁻⁸ is an upper bound on the chance of undetected false data in this model.

Take a memory with 2³⁰ data bits. At 64 data bits per word it holds 2²⁴ = 16 777 216 codewords. In one complete reading, the expected number with at least two errors is

16 777 216 × 2.544 × 10⁻⁵ ≈ 427 words

and about one word is expected to have three or more. These means are sums of probabilities, so they do not require different words to fail independently. The scatter about the means would depend on that.

The probability varies nearly as p². Doubling p at fixed n multiplies it by 3.98. The factor is slightly below 4 because the negative p³ term grows faster than the leading one. An error of 10 % in your value of p thus becomes an error of about 20 % in the result.

**If the bits are not all equally good**

Suppose first that p differs from word to word but is the same for all bits within a word. Let v be the standard deviation of p divided by its mean. The leading term contains the average of p², which is the squared mean times 1 + v². As long as n p is small in every word, spread between words therefore raises the result by nearly this factor. If a few words are so bad that n p is not small in them, the rise is smaller than 1 + v² suggests.

For example, let half the words have 0.5 × 10⁻⁴ and half 1.5 × 10⁻⁴. The mean is still 10⁻⁴, and v = 0.5. The leading estimate is a factor of 1.25, and averaging the full formula over the two halves gives 1.248.

Now put the same spread inside each word, so that 36 of its bits have the lower value and 36 the higher. If the bits still fail independently, the mean number of wrong pairs is the sum of pᵢpⱼ over pairs. Squaring the sum of all pᵢ produces each such product twice, plus the squares, so

Σ(i<j) pᵢpⱼ = ½[(Σpᵢ)² − Σpᵢ²]

With mean p, the first sum is n p, and the sum of squares is n p²(1 + v²). Hence

Σ(i<j) pᵢpⱼ = ½ n p² (n − 1 − v²) = C(n,2) p² [1 − v²/(n − 1)]

The factor is now 1 − 0.25/71 = 0.9965, a reduction of 0.35 %. The same spread matters far more between words than within them, because bad bits collected in the same word can form pairs with each other.

**If neighbouring bits fail together**

Your doubt about independence is justified, because a weak correlation is enough to change the answer. Keep the mean error probability p fixed, but suppose that after a wrong bit the next bit in the word is wrong with probability r. Let a be the probability of an error after a right bit. For every bit to have the same overall probability p, we need

p = p r + (1 − p) a, so a = p(1 − r)/(1 − p)

For r = p this gives a = p, and the bits are independent again.

There are n − 1 = 71 adjacent pairs. Each is wrong with probability p r instead of p². The leading change is therefore

ΔP ≈ (n − 1) p (r − p)

Take r = 1 %. Then ΔP ≈ 71 × 10⁻⁴ × 0.0099 = 7.03 × 10⁻⁵, and the estimated total is 9.57 × 10⁻⁵.

The model can also be solved numerically. One goes through the word bit by bit, keeping the probabilities of zero, one and at least two errors so far, separately for a right and a wrong last bit. This gives 9.41 × 10⁻⁵, which is 3.7 times the independent result. The estimate is a little higher because it adds up pairs: a word with three wrong bits, whether all in a row or two together and one elsewhere, is counted more than once but is only one failing word.

The value of r that doubles the original result follows from setting ΔP equal to P(K ≥ 2):

r ≈ p + P(K ≥ 2)/[(n − 1)p] = 0.0001 + 0.00358 = 0.37 %

Solving the numerical model for the same condition gives 0.375 %. So the answer already doubles when about four in a thousand errors are followed by an error in the next bit. Measuring p alone would not reveal this, since p was held fixed.

If the correlation comes from physical closeness and dies away with distance, storing the bits of one word far apart in the array reduces the effect. This does not help against a disturbance that reaches all those places together.

**If the memory gets warm**

A change of temperature can alter p itself. Consider a resistive memory in which a bit is stored as a high or a low resistance. A cell is read by comparing its resistance with a reference.

Assume that log₁₀ of the resistance is normally distributed in each state, with a standard deviation of 0.10 decade, and that the reference lies midway between the two means. At 300 K let each state have p = 10⁻⁴. The normal distribution has a one-sided tail of 10⁻⁴ beyond 3.719 standard deviations, so the margin from each mean to the reference is 0.372 decade.

Let the high resistance follow R ∝ exp(Eₐ/kT), where k is Boltzmann's constant and Eₐ = 0.05 eV. Take Eₐ to be the same for all cells, so that heating moves the distribution of log₁₀R without changing its width. Keep the reference and the low-resistance state fixed. Since log₁₀R = constant + Eₐ/(kT ln 10), heating from T₁ = 300 K to T₂ = 330 K lowers the mean of the high state by

Eₐ/(k ln 10) × (1/T₁ − 1/T₂) = 0.0764 decade

The remaining margin, in standard deviations, is

(0.3719 − 0.0764)/0.10 = 2.955

The corresponding normal tail is 1.56 × 10⁻³. A loss of about one fifth of the margin has made the high state nearly 16 times as likely to be misread.

The low state still has p = 10⁻⁴. If each stored bit is equally likely to be high or low, the mean error probability is

½(1.0 × 10⁻⁴ + 1.561 × 10⁻³) = 8.31 × 10⁻⁴

If the stored bits are also independent of one another, this mean can be put straight into the original formula: each bit then has its own independent chance of being stored high and misread, or stored low and misread. For the check bits this is an approximation, because the data determine them. The result is

P(K ≥ 2) = 1.70 × 10⁻³

This is about 67 times the value at 300 K. The mean p has grown by a factor of 8.3, and the near-square law turns that into the much larger factor.

**How close is this to a real device?**

The resistance spread, activation energy and temperatures are rough illustrative values, not measurements of a particular memory. The two mean levels are 0.74 decade apart, a resistance ratio of about 5.5. A larger ratio with the same spread would make errors rarer, and a real device may have different spreads in its two states. Nor is 10⁻⁴ a fixed property of a device: the raw error probability depends on how cells are written and read, on their wear, and on the time since writing.

Real arrays can break every assumption used for the simple answer. In the cases worked out here, spread between words changes the result by 25 %, a 1 % neighbour correlation by a factor of 3.7, and 30 K of heating by a factor of 67, for a fixed reference, Eₐ = 0.05 eV in every cell, and stored bits that are independent and equally often high and low. A reference that follows the temperature would recover part of the lost margin. The factor of 67 is very sensitive to the activation energy: the same steps give about 4 for Eₐ = 0.02 eV and about 3700 for 0.10 eV. It also depends on Eₐ being equal in all cells. Suppose instead that the spread of the high state came entirely from differences in Eₐ, with a common prefactor; a standard deviation of 6 meV in Eₐ is enough for 0.10 decade at 300 K. The spread would then shrink as 1/T to 0.091 decade at 330 K, the margin would be 3.25 standard deviations, and the factor would be about 11. Resistance distributions with tails heavier than normal would also change the heating estimate, and this model does not say by how much. The model describes only the change of resistance while a warm cell is read. It leaves out the faster loss of the stored state at higher temperature.

For your exercise, with independent errors and p = 10⁻⁴ given, the answer is 2.5 × 10⁻⁵. For a real array, I would measure p at the temperature of use and also count directly how many words contain two or more errors. When n p is well below 1, as here, a count clearly above the formula for the measured mean p shows that errors gather in the same words, through correlation or through spread between words. The average error rate alone cannot show this. Agreement with the formula says less: a moderate spread of p among the bits within a word hardly changes the count, and opposite effects could cancel.

Numerical values quoted here were computed with a short program.
